\section*{Spin and cyclotron splittings in the Kane model of InSb}

\section{The argument under review}

The argument runs as follows. Near the conduction edge of InSb, a narrow-gap model gives a dispersion of the form
\begin{equation}
E(E+E_g)=Ck^2 ,
\label{eq:disp}
\end{equation}
with $E$ measured from the conduction edge, $E_g$ the gap and $C$ a constant. A Dirac particle with gap $E_g$ has the same dispersion. In a magnetic field its spin splitting equals its cyclotron splitting. Therefore, it is claimed, the two splittings are equal in InSb.

The first two statements are acceptable within the model. The conclusion does not follow from them. Equation \eqref{eq:disp} is a zero-field relation, and it does not determine the spin term that appears when the components of momentum cease to commute. That term depends on which valence states produce the dispersion. The question is then what ratio of splittings the Kane model gives, and what becomes of it when the spin-orbit splitting $\Delta$ is made very large, a limit in which \eqref{eq:disp} is obtained.

\section{Model and conventions}

The model has an $s$-like conduction doublet and six $p$-like valence states, with $E_g>0$ and $\Delta\ge0$. Free-electron and remote-band terms are dropped at first, so that all dispersion comes from the real momentum coupling $P$. This is the meaning of ``$P$-dominated'' here.

The electron charge is $-e$ and the field $B>0$ lies along $z$. With $\mathbf K=(\mathbf p+e\mathbf A)/\hbar$,
\begin{equation}
[K_x,K_y]=\frac{e}{\hbar^2}\bigl([p_x,A_y]+[A_x,p_y]\bigr)
=-\frac{ie}{\hbar}(\partial_xA_y-\partial_yA_x)=-\frac{i}{l^2},
\qquad l^2=\frac{\hbar}{eB}.
\label{eq:comm}
\end{equation}
Let $\psi$ be the two-component conduction envelope and $\phi_j$ the two-component envelope of $p_j$, $j=x,y,z$. The Kane equations are
\begin{align}
E\psi&=iP\sum_jK_j\phi_j, \label{eq:s}\\
E\phi_i&=-iPK_i\psi+\sum_j h_{ij}\phi_j,\qquad
h=-E_g-\frac{\Delta}{3}+\frac{\Delta}{3}\,\mathbf L\cdot\boldsymbol\sigma . \label{eq:p}
\end{align}
In the Cartesian basis $(L_k)_{ij}=-i\epsilon_{kij}$. Since $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,
\begin{equation}
(\mathbf L\cdot\boldsymbol\sigma)_{ij}=\delta_{ij}-\sigma_i\sigma_j
=\delta_{ij}-3\Pi^{(7)}_{ij},\qquad
\Pi^{(7)}_{ij}=\tfrac13\sigma_i\sigma_j .
\end{equation}
The matrix $\Pi^{(7)}$ is a projector, because $\sum_j\sigma_i\sigma_j\sigma_j\sigma_k/9=\sigma_i\sigma_k/3$. Its trace is 2, so it selects a doublet, the split-off states $\Gamma_7$. There $\mathbf L\cdot\boldsymbol\sigma=-2$ and $h=-E_g-\Delta$. On the complementary quartet $\Gamma_8$, with projector $\Pi^{(8)}=1-\Pi^{(7)}$, $\mathbf L\cdot\boldsymbol\sigma=1$ and $h=-E_g$.

\section{Elimination of the valence states}

For conduction energies $E\ge0$ the operator $E-h$ can be inverted. Equation \eqref{eq:p} gives
\begin{equation}
\phi_i=-iP\sum_j\left[\frac{\Pi^{(8)}_{ij}}{E+E_g}+\frac{\Pi^{(7)}_{ij}}{E+E_g+\Delta}\right]K_j\psi .
\end{equation}
Insert this in \eqref{eq:s}. The factors $i$ and $-i$ multiply to 1, and $\sum_{ij}K_i\Pi^{(7)}_{ij}K_j=(\boldsymbol\sigma\cdot\mathbf K)^2/3$. Hence
\begin{equation}
E\psi=P^2\left[\frac{K^2-\frac13(\boldsymbol\sigma\cdot\mathbf K)^2}{E+E_g}
+\frac{\frac13(\boldsymbol\sigma\cdot\mathbf K)^2}{E+E_g+\Delta}\right]\psi .
\label{eq:elim}
\end{equation}
No weak-field approximation has been made. The product rule for Pauli matrices and \eqref{eq:comm} give
\begin{equation}
(\boldsymbol\sigma\cdot\mathbf K)^2=K^2+i\sigma_z[K_x,K_y]=K^2+\frac{\sigma_z}{l^2}.
\label{eq:square}
\end{equation}
The operators $K^2$ and $\sigma_z$ commute. Their eigenvalues are $(2n+1)/l^2+k_z^2$, with $n=0,1,\dots$, and $s=\pm1$. Writing $K^2$ for its eigenvalue and collecting terms,
\begin{equation}
E=\frac{P^2}{3}\left\{K^2\left[\frac{2}{E+E_g}+\frac1{E+E_g+\Delta}\right]
-\frac{s}{l^2}\left[\frac1{E+E_g}-\frac1{E+E_g+\Delta}\right]\right\}.
\label{eq:landau}
\end{equation}

\section{The band-edge ratio}

In weak field and at small $k_z$, $E\ll E_g$, and $E$ may be set to zero in the denominators. The relative error is of order $E/E_g$. Define $E_P=2m_0P^2/\hbar^2$, so that $P^2=E_P\hbar^2/(2m_0)$, and note that $\hbar^2/(2m_0l^2)=\hbar eB/(2m_0)=\mu_BB$. Comparison with
\begin{equation}
E=\frac{\hbar^2K^2}{2m^*}+\frac12g\mu_BBs
\end{equation}
gives
\begin{align}
\frac{m_0}{m^*}&=\frac{E_P}{3}\left[\frac2{E_g}+\frac1{E_g+\Delta}\right], \label{eq:mass}\\
g&=-\frac{2E_P}{3}\left[\frac1{E_g}-\frac1{E_g+\Delta}\right]. \label{eq:g}
\end{align}
In this convention a free electron has $g$ near $+2$. The negative sign in \eqref{eq:g} puts the $s=+1$ level below the $s=-1$ level.

The spin splitting is $|g|\mu_BB$. The cyclotron splitting is $\hbar eB/m^*=2\mu_BB\,m_0/m^*$. In their ratio $E_P$ cancels:
\begin{align}
R=\frac{|g|m^*}{2m_0}
&=\frac{\dfrac1{E_g}-\dfrac1{E_g+\Delta}}{\dfrac2{E_g}+\dfrac1{E_g+\Delta}}
=\frac{(E_g+\Delta)-E_g}{2(E_g+\Delta)+E_g} \nonumber\\
&=\frac{\Delta}{3E_g+2\Delta}.
\label{eq:R}
\end{align}
The second form follows on multiplying numerator and denominator by $E_g(E_g+\Delta)$. At fixed $E_g$,
\begin{equation}
\frac{dR}{d\Delta}=\frac{3E_g}{(3E_g+2\Delta)^2}>0,\qquad
\frac12-R=\frac{3E_g}{2(3E_g+2\Delta)}>0 .
\end{equation}
The ratio therefore rises with $\Delta$, remains below one half at every finite $\Delta\ge0$, and tends to one half as $\Delta\to\infty$. At $\Delta=0$ it vanishes: without spin-orbit coupling the orbital motion cannot act on the spin, and the free-electron moment has been left out.

\section{Where the Dirac analogy fails}

Equation \eqref{eq:elim} separates the two multiplets. If $\Gamma_7$ alone is kept,
\begin{equation}
E(E+E_g+\Delta)\psi=\frac{P^2}{3}(\boldsymbol\sigma\cdot\mathbf K)^2\psi .
\end{equation}
This is the Dirac square. By \eqref{eq:square} its eigenvalues are proportional to $(2n+1+s)/l^2+k_z^2$, so the level $(n,s=+1)$ coincides with $(n+1,s=-1)$. The splittings are equal, at finite field with the cyclotron step taken on the ladder of the lower spin state $s=-1$, and $g$ is positive. The manuscript's conclusion is correct for this truncated model.

If $\Gamma_8$ alone is kept, which is the limit $\Delta\to\infty$,
\begin{equation}
E(E+E_g)\psi=\frac{2P^2}{3}\left(K^2-\frac{\sigma_z}{2l^2}\right)\psi .
\label{eq:g8}
\end{equation}
At zero field this is \eqref{eq:disp} with $C=2P^2/3$. A Dirac particle with the same $C$ would have $K^2+\sigma_z/l^2$ in the bracket. The two models share a dispersion, but their spin terms differ by a factor $-\frac12$. Making $\Delta$ infinite removes the Dirac-like doublet and leaves the quartet.

The opposite ordering of the valence states confirms this reading. Let $\Delta$ be negative, hold $G=E_g+\Delta>0$ fixed, and let $E_g\to\infty$, so that $\Gamma_7$ is the near multiplet. The signed ratio from \eqref{eq:mass} and \eqref{eq:g} is
\begin{equation}
\frac{gm^*}{2m_0}=-\frac{\Delta}{3E_g+2\Delta}=\frac{E_g-G}{E_g+2G}\longrightarrow+1 .
\end{equation}
The bound of one half, derived for $\Delta\ge0$, thus does not extend to all negative $\Delta$. With $E_g+\Delta>0$, the magnitude $|\Delta|/(3E_g+2\Delta)$ exceeds one half once $\Delta<-\frac34E_g$.

\section{Infinite $\Delta$ at finite field}

The value one half belongs to $B\to0$. At finite field and $k_z=0$, \eqref{eq:g8} gives
\begin{equation}
E=-\frac{E_g}{2}+\sqrt{\frac{E_g^2}{4}+\lambda},\qquad
\lambda=\frac{2P^2}{3l^2}\left(2n+1-\frac s2\right).
\end{equation}
For the levels $(0,+1)$, $(0,-1)$ and $(1,+1)$ the last bracket is $\frac12$, $\frac32$ and $\frac52$. They are equally spaced in $\lambda$, but $E$ is a strictly concave function of $\lambda$, so the first energy step is larger than the second. With the cyclotron splitting taken on the ladder of the lower spin state, $s=+1$, the ratio then exceeds one half at any finite field.

To first order, set $u=2P^2/(3l^2E_g^2)$ and expand $E\simeq\lambda/E_g-\lambda^2/E_g^3$. The spin step is $uE_g[1-u(\frac94-\frac14)]$ and the cyclotron step is $uE_g[2-u(\frac{25}4-\frac14)]$, so
\begin{equation}
R_{\Delta=\infty}(B)\simeq\frac12\,\frac{1-2u}{1-3u}\simeq\frac12(1+u).
\end{equation}
In the formal strong-field limit $E\simeq\sqrt\lambda$, and the ratio tends to $(\sqrt3-1)/(\sqrt5-1)\simeq0.592$. This is a property of the model equations; the model is not valid for a crystal at such fields.

\section{Numbers for InSb}

Choose the model inputs $E_g=0.235$ eV, $\Delta=0.81$ eV and $E_P=23.3$ eV, which roughly represent InSb at low temperature. Their last digits only fix the arithmetic and are not a claim about the material's accuracy. Then
\begin{align}
\frac{m_0}{m^*}&=\frac{23.3}{3}\left(\frac2{0.235}+\frac1{1.045}\right)=73.5,\\
g&=-\frac{2(23.3)}3\left(\frac1{0.235}-\frac1{1.045}\right)=-51.2,\\
R&=\frac{0.81}{3(0.235)+2(0.81)}=0.348 .
\end{align}
The quartet contributes $66.1$ to $m_0/m^*$ and $-66.1$ to $g$. The doublet contributes $7.4$ and $+14.9$. The doublet thus adds to the inverse mass while cancelling part of the $g$ factor, and both effects lower $R$.

As a test, the operator equations \eqref{eq:s} and \eqref{eq:p} were diagonalized in an oscillator basis at 0.001 T, without the elimination. This gave $m_0/m^*=73.528$ and $g=-51.233$, against $73.532$ and $-51.235$ from the formulas. With $E_g$ and $E_P$ fixed, the diagonalized ratio was 0.348 at $\Delta=0.81$ eV, 0.483 at 10 eV and 0.4998 at 1000 eV. The signed ratio was $-0.500$ for the quartet alone and $+1.000$ for the doublet alone.

At 1 T the $P$-only splittings are 2.86 meV (spin) and 8.10 meV (cyclotron), with ratio 0.353. For infinite $\Delta$ at the same field the ratio is 0.507. The first-order estimate agrees: by its definition $uE_g$ is $\mu_BB$ times the quartet's part of $m_0/m^*$, $66.1\,\mu_BB\simeq3.83$ meV, so $u\simeq3.83/235\simeq0.0163$ and $\frac12(1+u)\simeq0.508$.

The free-electron terms add 1 to $m_0/m^*$ and 2.0 to $g$. In weak field they give $m^*=0.0134\,m_0$, $g=-49.2$ and
\begin{equation}
R=\frac{49.2}{2(74.5)}=0.330 .
\end{equation}
They also shift the limit itself. With the quartet alone and the same $E_g$ and $E_P$, $R=(66.1-2.0)/[2(66.1+1)]\simeq0.478$. The weak-field limit of one half derived above therefore assumes $P$-dominance as well as infinite $\Delta$.

\section{Bearing on the real material}

In InSb $\Delta/E_g$ is about 3.4, so infinite $\Delta$ is the assumption that fails most: restoring the finite $\Delta$ moves the weak-field ratio from 0.500 to 0.348, and the free-electron terms move it on to 0.330. At 1 T, with those terms added to the conduction band only, the model gives 2.74 and 8.21 meV, ratio 0.334; quadratic valence-band terms of a few times $\hbar^2K^2/2m_0$ move these splittings by up to 0.01 and 0.02 meV and leave the ratio at 0.334. Remote-band terms of an assumed size of one unit in both $g$ and $m_0/m^*$ would spread the weak-field value over 0.319 to 0.342. This range is not an error bar for the crystal: commonly quoted measured values, $g$ near $-51$ and $m^*$ of $0.0135$ to $0.014\,m_0$, give about 0.34 to 0.36, at or above its upper end and still far below one. A rough room-temperature gap of 0.17 eV, with $\Delta$ and $E_P$ held fixed, raises the $P$-only ratio to 0.380, but the thermal energy of 26 meV then exceeds both splittings at 1 T. At 4.2 K it is 0.36 meV. A mobility of $10^5$ cm$^2$/Vs implies a broadening $\hbar/\tau$ of about 0.86 meV if the transport time is used for $\tau$, so the spin splitting at 1 T is about three times this zero-field broadening. Landau levels can be broader than this, so the comparison alone does not show that the spin splitting would be resolved. At 1 T and zero temperature, $10^{14}$ carriers per cm$^3$ would fill the lowest Landau level only to 0.005 meV above its edge, so band filling is negligible at that field. At zero field the same density would fill the band to about 0.59 meV. For an isolated donor, with a relative permittivity of 17, the estimated binding is 0.63 meV at zero field, though at the density just quoted neighbouring donor orbits may overlap there. At 1 T the field compresses the bound orbit, and a variational estimate for a hydrogenic donor with the same mass and permittivity gives about 1.9 meV. This is well above the thermal energy at 4.2 K and comparable with the spin splitting, so carriers bound to donors may complicate a measurement. Inversion asymmetry has an energy scale of about 0.04 meV, some 1.5\% of the spin splitting. This is the size of the coupling, not of the resulting shift: the term is odd in $\mathbf K$, so at $k_z=0$ it changes the levels only in second order, and its effect on the splitting is much smaller.

\section{Required correction}

The claim of equal splittings should be withdrawn for InSb and replaced by \eqref{eq:R}, with its conditions stated: $\Delta\ge0$, weak field, energies close to the conduction edge, and neglect of free-electron and remote-band terms. The Dirac comparison may stay as a statement about the zero-field dispersion, which at the finite $\Delta$ of InSb has the form \eqref{eq:disp} only approximately. Within the $P$-dominated Kane model it can be extended to the spin splitting only if the near valence multiplet is the $\Gamma_7$ doublet and the $\Gamma_8$ quartet is far enough away to be neglected, which is not the case in InSb. The numerical output below gives most of the values behind these comments.

\section*{Table of computed values}
\begin{verbatim}
Inputs (rough InSb): Eg = 0.235 eV, Delta = 0.81 eV, EP = 23.3 eV
Field B = 1.0 T, magnetic length = 25.66 nm
Weak field used in numerical tests = 0.001 T
P-only model, weak field:
  m0/m* formula = 73.532, Landau levels = 73.528
  m0/m* from zero-field dispersion = 73.531
  m*/m0 = 0.01360
  g formula = -51.235, Landau levels = -51.233
  Gamma8 parts: m0/m* 66.099, g -66.099
  Gamma7 parts: m0/m* 7.432, g 14.864
Weak-field ratio: Delta (eV), diagonalization, formula
      0.00  0.00000  0.00000
      0.10  0.11050  0.11050
      0.81  0.34839  0.34839
     10.00  0.48298  0.48298
   1000.00  0.49983  0.49982
Signed ratio, Gamma8 alone (Delta infinite) = -0.50001
Signed ratio, Gamma7 alone (Dirac-like) = 1.00000
P-only at 1.0 T: spin splitting = 2.856 meV
P-only at 1.0 T: cyclotron splitting = 8.097 meV
P-only at 1.0 T: ratio = 0.3528
Delta infinite at 1.0 T: ratio = 0.5074
Delta infinite, strong-field model limit: ratio = 0.5922
With free-electron terms, weak field:
  free-electron g0 = 2.0023
  m*/m0 = 0.01342, g = -49.233, ratio = 0.3303
With free-electron terms at 1.0 T:
  spin splitting = 2.741 meV
  cyclotron splitting = 8.205 meV
  ratio = 0.3341
  shift, oscillator cutoff 6 to 12 = 2.6e-13 meV
Neglected effects (rough inputs):
  remote terms of size 1 in g and m0/m*: ratio 0.3193 to 0.3416
  300 K gap 0.17 eV: P-only ratio = 0.3803
  thermal energy at 4.2 K = 0.362 meV
  thermal energy at 300 K = 25.85 meV
  broadening hbar/tau at 1e+05 cm2/Vs = 0.863 meV
  T=0 filling of lowest level at 1e+14 cm-3 = 0.0048 meV
  zero-field donor binding, permittivity 17 = 0.632 meV
  inversion asymmetry, 0.7 eV nm^3 / l^3 = 0.0415 meV
\end{verbatim}
